\section*{When Trapped Positive Charge Leaves a Dielectric Without a Steady Current}

\section{From charge to current}

Q: I am told that positive charge trapped in an insulator can make its steady current disappear. Charge follows current and current follows charge, so why should the two not settle at some larger value? Start with the electrostatics.

A: Take a film of thickness $L$ between metal plates at fixed voltage $V$. I use atomic units, $e=\hbar=m_e=1$, so the permittivity is $\kappa/4\pi$. Electrons enter at the cathode, $z=0$, and $F>0$ is the size of the force driving them to the anode. Put positive charge $\sigma$ per area at depth $d$. By Gauss's law the field falls by $4\pi\sigma/\kappa$ on crossing the sheet. If the cathode field is $F_c$, the fixed voltage requires
\begin{equation}
F_cd+\left(F_c-\frac{4\pi\sigma}{\kappa}\right)(L-d)=V .
\end{equation}
Dividing by $L$ and solving for $F_c$ gives
\begin{equation}
F_c=F+\Delta F,\qquad F=\frac VL,\qquad
\Delta F=\frac{\sigma}{C},\qquad C=\frac{\kappa/4\pi}{1-d/L}.
\end{equation}
The cathode field rises. Beyond the sheet the field is $F-4\pi\sigma d/(\kappa L)$, slightly below its initial value. For charge spread in depth, $d$ is the centroid.

Q: Why should a modest rise in field matter so much to the current?

A: Because the electrons tunnel. Let $\Phi$ be the barrier above the Fermi level and $m$ the tunnelling mass. An electron whose energy of motion along $z$ lies $w$ below the Fermi level meets the barrier $\Phi+w-Fz$. Its WKB exponent is
\begin{equation}
2\int_0^{(\Phi+w)/F}\!\!\sqrt{2m(\Phi+w-Fz)}\,dz
=\frac{4\sqrt{2m}}{3F}(\Phi+w)^{3/2}\simeq b+\frac wD ,
\end{equation}
where expansion to first order in $w$ gives
\begin{equation}
b=\frac{4\sqrt{2m}\,\Phi^{3/2}}{3F},\qquad D=\frac{F}{2\sqrt{2m\Phi}} .
\end{equation}
At zero temperature, with unit electron mass in the metal, the filled transverse states form a disc of area $2\pi w$ in wave-vector space. Two spins and the factor $(2\pi)^{-3}$ make the supply per unit energy $w/2\pi^2$. Assume that transmission depends on the energy along $z$ alone, a simplification examined at the end. Then
\begin{equation}
J=\frac{e^{-b}}{2\pi^2}\int_0^\infty w\,e^{-w/D}dw
=\frac{D^2e^{-b}}{2\pi^2}=\frac{F^2}{16\pi^2m\Phi}\,e^{-b}.
\label{fn}
\end{equation}
This is the Fowler--Nordheim law without image force. For the film considered below, direct summation of the unexpanded WKB factors at 6, 7.5 and 9 MV/cm gave a current smaller than (\ref{fn}) by the fraction $1/b$, within $3/b^2$.

Q: That is not a pure exponential in the charge.

A: It is one to leading order in $\Delta F/F$. Since $b\propto1/F$,
\begin{equation}
s\equiv\frac{d\ln J}{d\ln F}=2+b .
\end{equation}
With $J_0$ the current before charging, $\ln(J/J_0)\simeq s\,\Delta F/F$, or
\begin{equation}
J=J_0e^{\sigma/\sigma_1},\qquad \sigma_1=\frac{CF}{s}.
\end{equation}
The charge $\sigma_1$ raises the current by a factor $e$. We must return to the curvature that this step drops.

\section{The balance and its solutions}

Q: And why is the charge proportional to the current?

A: Suppose each injected electron leaves on average $\eta$ trapped holes, and each hole escapes after a mean time $\tau$ that does not depend on current:
\begin{equation}
\frac{d\sigma}{dt}=\eta J-\frac{\sigma}{\tau}.
\end{equation}
In a steady state $\sigma=\eta\tau J$. With $x=\sigma/\sigma_1$ the rate equation becomes
\begin{equation}
\tau\frac{dx}{dt}=ae^x-x,\qquad
a=\frac{\eta\tau J_0}{\sigma_1}=\frac{s\,\eta\tau J_0}{CF}>0,
\label{rate}
\end{equation}
and steady states obey $x=ae^x$.

Q: Then show me where the solutions go. A plotted pair of curves that seem not to meet will not satisfy me.

A: Study $h(x)=ae^x-x$. It tends to $+\infty$ at both ends, and $h''=ae^x>0$, so it has one minimum. There $h'=ae^x-1=0$, hence $x=-\ln a$ and
\begin{equation}
h_{\min}=a\,\frac1a+\ln a=1+\ln a .
\end{equation}
If $a<1/e$, the minimum is negative and $h$ has two zeros. If $a=1/e$, they merge at $x=1$. If $a>1/e$, $h$ is positive everywhere and no real solution is left. Then $dx/dt>0$ at every $x$: generation exceeds loss however much charge has collected.

Q: Below the limit there are two states. Which one does the film choose?

A: Rewrite the condition as $-xe^{-x}=-a$. The Lambert function satisfies $W(y)e^{W(y)}=y$, so
\begin{equation}
x_{\rm low}=-W_0(-a),\qquad x_{\rm high}=-W_{-1}(-a).
\end{equation}
A small departure from either root obeys
\begin{equation}
\tau\frac{d\,\delta x}{dt}=(ae^x-1)\,\delta x=(x-1)\,\delta x .
\end{equation}
The lower root has $x<1$ and is stable; the upper has $x>1$ and is unstable. A film that starts uncharged approaches the lower one. For $a=0.3$ the roots are 0.489 and 1.781. Integration in time from $x=0$, and from 0.01 below the upper root, ended at the lower root. A start 0.01 above the upper root ran away.

Q: So a large surge of charge could destroy a film that is otherwise safe?

A: In this model, yes: the upper root is the boundary between recovery and runaway.

Q: Would the steady current give a warning as $a$ approaches $1/e$?

A: Its size gives a limited one. Since $J/J_0=e^x$ and $x\le1$ on the stable branch, the steady current never exceeds $eJ_0$ in this model. Its sensitivity is more telling. Vary $a$ through $J_0$, holding $\sigma_1$, $\eta$ and $\tau$ fixed. From $\ln a=\ln x-x$,
\begin{equation}
\frac{dx}{d\ln a}=\frac{x}{1-x},\qquad
\frac{d\ln J}{d\ln a}=1+\frac{x}{1-x}=\frac1{1-x}.
\end{equation}
The response diverges at the limit although the current stays finite.

\section{How long runaway takes}

Q: Just above the limit, does the film fail at once?

A: No. Starting uncharged, (\ref{rate}) gives
\begin{equation}
\frac{t}{\tau}=\int_0^\infty\frac{dx}{ae^x-x}.
\label{time}
\end{equation}
The exponential makes the integral finite: the model reaches infinite charge in finite time, which of course means that it has left its range of validity. Let $a=(1+\delta)/e$ and $x=1+y$. For small $\delta$ most of the time is spent near $y=0$, where
\begin{equation}
ae^x-x=(1+\delta)e^y-1-y\simeq\delta+\frac{y^2}{2}.
\end{equation}
Substituting $y=\sqrt{2\delta}\,q$,
\begin{equation}
\frac t\tau\simeq\int_{-\infty}^{\infty}\frac{dy}{\delta+y^2/2}
=\frac{\sqrt{2\delta}}{\delta}\int_{-\infty}^{\infty}\frac{dq}{1+q^2}
=\pi\sqrt{\frac2\delta}.
\end{equation}
The charge lingers where the steady state has just vanished.

Q: Accelerated tests are run well above the limit. What do they see?

A: For large $a$ expand the integrand of (\ref{time}) in $xe^{-x}/a$:
\begin{equation}
\frac t\tau\simeq\int_0^\infty\left(\frac{e^{-x}}a+\frac{xe^{-2x}}{a^2}\right)dx
=\frac1a+\frac1{4a^2}.
\end{equation}
The leading term is $t\simeq\tau/a=\sigma_1/(\eta J_0)$, in which the lifetime $\tau$ has cancelled. Escape has no time to act, and the product of the initial current and the time to runaway is $J_0t\simeq\sigma_1/\eta$. The field dependence follows from $a\propto sJ_0/F$ and $d\ln s/d\ln F=-b/s$:
\begin{equation}
\frac{d\ln a}{d\ln F}=s-1-\frac bs .
\label{acc}
\end{equation}
Such tests do not reveal the limit. Extrapolated downward, the high-field law gives a finite life even where (\ref{rate}) has a stable state.

\section{A film with numbers}

Q: Put numbers in. I want to know whether this happens at a field anyone could apply.

A: Take a tantalum liner injecting into a silica-like interlayer dielectric. Tantalum enters through the barrier and the metallic supply of electrons. The parameters are rough, round values: $\Phi=3.3$ eV, $m=0.4$, $\kappa=4$, $L=100$ nm, $d=6$ nm, $\eta=0.01$ and $\tau=100$ s. Solving $a=1/e$ gives
\begin{equation}
F=7.32\ {\rm MV/cm}=1.424\times10^{-3}\ \text{atomic units},
\end{equation}
or 73 V across the film. To retrace it, use $\Phi=0.1213$ hartree:
\begin{equation}
b=\frac{4\sqrt{0.8}\,(0.1213)^{3/2}}{3(1.424\times10^{-3})}\simeq35.4,
\qquad s\simeq37.4 .
\end{equation}
Equation (\ref{fn}) then gives $J_0=2.7\times10^{-8}$ A/cm$^2$. An $e$-fold rise in current needs $\Delta F=F/s=0.196$ MV/cm, hence $\sigma_1=0.0738$ $\mu$C/cm$^2$. The feedback strength is
\begin{equation}
a=\frac{0.01\times100\ {\rm s}\times0.02715\ \mu{\rm A/cm^2}}
{0.0738\ \mu{\rm C/cm^2}}=0.368,
\end{equation}
which is $1/e$, as required. Electrons leave the barrier at $\Phi/F=4.5$ nm, before the charge at 6 nm, so the uniform field used in the WKB exponent is consistent. Beyond the charge the field has dropped by 0.0125 MV/cm, which supports holding $\eta$ fixed during charging at one voltage.

Q: How sharp is the change?

A: With the linearised exponent, the steady current at 0.30, 0.10 and 0.02 MV/cm below the limit is 1.09, 1.36 and 1.86 times $J_0$; the full tunnelling law at the same fields gives 1.09, 1.35 and 1.82. At the last field $1/(1-x)=2.6$. Above the limit the times are these:

\begin{center}
\begin{tabular}{cccc}
excess (MV/cm) & $a$ & runaway (s) & $\tau/a$ (s)\\
0.02 & 0.405 & 1104 & 247\\
0.10 & 0.593 & 319 & 169\\
0.30 & 1.484 & 82 & 67\\
1.00 & 26.0 & 3.9 & 3.8
\end{tabular}
\end{center}

In the first row $\delta=ea-1=0.101$, and the near-limit formula gives about 1400 s, some 26\% above the full integral. The high-field law is too short there by a factor of 4.5, but is accurate in the last row. From (\ref{acc}), $a$ varies near the limit as about the 35th power of the field. The times in the table belong to the linearised exponent. With the WKB factors summed directly and the rise in field kept whole, they become about 1900, 370, 90 and 4.3 s. The first changes most because the limit itself moves slightly upward. So close to the limit even the outcome is uncertain: with the saturation introduced below, the film in the first row settles in a low state instead of running away.

\section{Does the limit survive a better model?}

Q: You linearised the exponent. Perhaps the missing solution returns at large charge once the true tunnelling law is used.

A: Set $u=\Delta F/F$ and keep (\ref{fn}) whole. Its exponent changes by $b-b/(1+u)=bu/(1+u)$, and the balance $CFu=\eta\tau J$ becomes
\begin{equation}
su=a(1+u)^2e^{bu/(1+u)} .
\end{equation}
Solve for $a$ and set the derivative of its logarithm to zero:
\begin{equation}
\frac1u-\frac2{1+u}-\frac b{(1+u)^2}=0
\quad\Longrightarrow\quad u^2+bu-1=0,
\end{equation}
after multiplication by $u(1+u)^2$. There is one positive root,
\begin{equation}
u_c=\frac{\sqrt{b^2+4}-b}{2}.
\end{equation}
The required $a$ vanishes at $u=0$ and at $u\to\infty$, so this stationary point is its maximum and no solution exists above it. The factor $(1+u)^2$ matters here: it keeps the current growing faster than the charge even after the exponential has levelled off. At such fields, however, the barrier is nearly transparent and (\ref{fn}) itself no longer holds, so the absence of a solution at very large charge is a property of the formula. The loss of the low state near $u_c$ does not depend on it. For the film, $u_c=0.028$, the critical $a$ is 0.378 instead of 0.368, and the limiting field becomes 7.327 MV/cm. Integrating the rate equation with this law for 80 lifetimes, I found no runaway 0.5\% below that field and runaway 0.5\% above it.

Q: Traps are finite in number, and injected electrons can neutralise holes. Your loss term ignores both.

A: That objection changes the conclusion. Let $N$ be the trap density per area and $c$ the cross-section for electron capture by a trapped hole:
\begin{equation}
\frac{d\sigma}{dt}=\eta J\left(1-\frac\sigma N\right)-\frac\sigma\tau-cJ\sigma .
\end{equation}
Both additions are proportional to $J\sigma$. In steady state they combine as
\begin{equation}
\sigma=\eta\tau J\left(1-\frac{\sigma}{\sigma_m}\right),\qquad
\frac1{\sigma_m}=\frac1N+\frac c\eta .
\end{equation}
With $X=\sigma_m/\sigma_1$ and the exponential current,
\begin{equation}
x=ae^x\left(1-\frac xX\right),\qquad
a=A(x)\equiv\frac{xe^{-x}}{1-x/X}.
\end{equation}
Between $x=0$ and $X$, $A$ goes from zero to infinity. Hence every positive $a$ has a steady state, and the claim of no solution fails.

Q: Then is the instability an artefact?

A: Not if $X$ is large enough. The turning points of $A$ obey
\begin{equation}
\frac1x-1+\frac1{X-x}=0
\ \Longrightarrow\ x^2-Xx+X=0
\ \Longrightarrow\ x_\pm=\frac{X\pm\sqrt{X^2-4X}}2 .
\end{equation}
For $X>4$, $A$ rises, falls and rises again. The rate is $\tau\,dx/dt=e^x(1-x/X)[a-A(x)]$, so a state is stable where $A$ rises. As $a$ passes $A(x_-)$ the low state vanishes and the film jumps to the high one. For $X\le4$ the current grows without a jump.

Take $N=5\times10^{12}$ cm$^{-2}$ and $c=10^{-15}$ cm$^2$, again rough choices. Then $\eta/c=10^{13}$ cm$^{-2}$ and $\sigma_m=3.33\times10^{12}$ cm$^{-2}$, while $\sigma_1=4.61\times10^{11}$ cm$^{-2}$, so $X=7.24$. The low state ends at $x=1.20$, $a=0.433$ and 7.355 MV/cm. With $a$ 1\% higher, the high state has $x=7.14$ and $J/J_0$ near 1300. That factor stretches the exponential too far: at the same charge $u=7.14/37.4=0.19$, and the full tunnelling law gives about 400; its own high state, just above its own limit, holds slightly less charge and has $J/J_0$ near 330. Even with the factor 1300, heat conducted across the whole film would warm it by only about $2\times10^{-6}$ K, for a conductivity of 1.4 W/(m K). Destruction therefore needs something further, such as current gathered into a small spot.

The jump itself is not secure. With the other values fixed, the exponential model loses it when $c$ exceeds about $3.3\times10^{-15}$ cm$^2$ ($3.4\times10^{-15}$ if $\sigma_1$ is held at its value for 7.32 MV/cm rather than taken at the slightly higher field where the jump disappears). The full tunnelling law, whose current rises less steeply at large charge, loses it already at about $2.7\times10^{-15}$ cm$^2$, less than three times the value assumed.

Q: Your charge is a smooth sheet. At $4.6\times10^{11}$ holes per cm$^2$ the spacing is about 15 nm, more than their depth.

A: Then consider point charges at depth $d$ with independent random lateral positions and mean density $n$. Let $\varphi$ be the potential of one charge and its image in the cathode. At lateral distance $r$ it lowers the tunnelling exponent, to first order in $\varphi$, by
\begin{equation}
u_1(r)=\sqrt{2m}\int_0^{\Phi/F}\frac{\varphi(r,z)}{\sqrt{\Phi-Fz}}\,dz .
\end{equation}
The number of charges in a large area $S$ has a Poisson distribution with mean $nS$. Averaging the current factor over number and position,
\begin{equation}
\sum_k\frac{e^{-nS}(nS)^k}{k!}\left(\frac1S\int e^{u_1}d^2r\right)^k
=\exp\left[n\int(e^{u_1}-1)\,d^2r\right].
\end{equation}
The mean current is still exponential in density. Because $e^{u_1}-1>u_1$, its slope exceeds that of a smooth sheet, here by a factor of 1.21. Drawing 20\,000 random arrangements within 60 nm gave a mean gain of 3.04; the formula for the same disc gives 3.06. Both keep only the first order in $\varphi$. With the potential of each charge kept whole in the WKB exponent, the factor 1.21 becomes 1.18. If hole generation follows the laterally averaged current, $a$ is multiplied by 1.21 and the limiting field falls to 7.28 MV/cm.

\section{Beside a real film}

Q: Which omission matters most, and may I use 7.3 MV/cm as a design limit?

A: You may not. Among the corrections treated here, the image force moves the limiting field most, though strong enough saturation removes the jump altogether. With optical permittivity 2.1 it multiplies the initial current at 7.32 MV/cm by 12 and lowers the limit to 6.84 MV/cm. A temperature of 380 K multiplies that current by 1.67 and, with the hole lifetime held fixed, alone lowers the limit to 7.23 MV/cm. If heat also speeds the escape of holes, the limit can rise instead. Curvature, saturation, image force and temperature treated together give 6.77 MV/cm, 8\% below the simple result; discreteness is not in that figure. Nor is the matching of the electron wave at the metal surface, which the WKB factor leaves out: for the bare triangular barrier, a free-electron metal with a Fermi energy of 5 to 15 eV, and continuity of $\psi$ and of $\psi'$ divided by the mass, it roughly doubles the current and lowers the limit by about 2\%. With continuity of $\psi'$ itself the factor over the same range runs from 1.65 down to 1.1, so its size for a $d$-band metal such as tantalum is uncertain. Conservation of transverse momentum at a smooth interface acts the other way. Because the mass in the film is smaller, transverse motion costs more energy there; this multiplies the WKB current by 0.4 and raises the limit by nearly 3\%. With the first matching rule the two together leave about 0.8 of the current and raise the limit by less than 1\%; with the second they leave 0.66 to 0.44 of it and raise the limit by 1.2 to 2.4\%.

Good silica breaks down at roughly 10 MV/cm, and interconnects normally operate far below that, so the example belongs to an accelerated test. The limit is very sensitive to the barrier: in the simple model, 3.0 or 3.6 eV in place of 3.3 eV puts it at 6.4 or 8.3 MV/cm. The yield and lifetime are also uncertain, and real films break the assumption that they are constants: hole generation depends on field, and escape times are widely spread. In the simple model a tenth of the yield moves the limit up to 7.83 MV/cm. A tenth of the lifetime does the same there, because $a$ contains the product $\eta\tau$. With the saturation described above the two differ: a tenth of the yield also lowers $\sigma_m$, which brings $X$ down to about 1.6 and removes the jump, whereas a tenth of the lifetime leaves it in place. Trapped electrons would offset part of the positive charge, and a thin spot would reach the limiting field at a lower voltage. If a porous low-$k$ film conducts through traps, its $s$ and $J_0$ must be found anew. The condition $a=1/e$ carries over if its current is exponential in the trapped charge, the hole yield per electron and the escape time per hole are constant, and saturation is remote. The numerical output below gives the remaining digits.

\section*{Calculated quantities}
\begin{verbatim}
barrier 3.3 eV, tunnelling mass 0.4 electron masses
permittivity: static 4.0, optical 2.1
film 100 nm, charge depth 6 nm
hole yield 0.01, hole lifetime 100 s
temperature of use 380 K
trap density 5.0e+12 /cm2
electron capture cross-section 1.0e-15 cm2
heat conductivity 1.4 W/(m K)
critical feedback 1/e = 0.36788
a=0.3: low root 0.4894, high root 1.7813
threshold field 7.321 MV/cm = 1.4238e-03 atomic units
threshold voltage 73.2 V
exponent b 35.37, slope s 37.37
initial current at threshold 2.715e-08 A/cm2
steady current at the fold 7.381e-08 A/cm2
charge at the fold 0.0738 uC/cm2
hole density at the fold 4.607e+11 /cm2
cathode field rise at the fold 0.196 MV/cm
bulk field drop 0.0125 MV/cm
tunnelling distance 4.51 nm
-0.30 MV/cm: a 0.0810, x 0.0885, J/J0 1.092, dlnJ/dlna 1.10
-0.10 MV/cm: a 0.2252, x 0.3058, J/J0 1.358, dlnJ/dlna 1.44
-0.02 MV/cm: a 0.3339, x 0.6216, J/J0 1.862, dlnJ/dlna 2.64
+0.02 MV/cm: a 0.4052, runaway 1103.9 s, high-field law 246.8 s
+0.10 MV/cm: a 0.5930, runaway 318.8 s, high-field law 168.6 s
+0.30 MV/cm: a 1.4838, runaway 81.6 s, high-field law 67.4 s
+1.00 MV/cm: a 26.0040, runaway 3.9 s, high-field law 3.8 s
threshold field with one neglected effect restored:
  curved injection law 7.327 MV/cm, a_c 0.3779
  saturation 7.355 MV/cm, a_c 0.4333
  image force 6.841 MV/cm
  temperature 7.226 MV/cm
  discrete charges 7.282 MV/cm
  first four together 6.766 MV/cm
threshold with a tenth of the yield 7.830 MV/cm
image force multiplies current by 12.19
temperature multiplies current by 1.67
discreteness multiplies slope by 1.211
mean current gain: sampled 3.039, formula 3.064
saturation X 7.24, fold at x 1.199
high state 1% above that fold: x 7.14, J/J0 1264
largest capture cross-section with a fold 3.43e-15 cm2
heating in the high state 1.8e-06 K
current shift on doubling quadrature 6.2e-14 (relative)
\end{verbatim}
